**Half-current area of a tunnel barrier with Gaussian roughness**

The program examines the result that the thinnest area fraction $\Phi(-2\kappa\sigma)$ carries half the tunneling current. Here $\kappa$ is the amplitude decay constant, $\sigma$ the rms thickness deviation and $\Phi$ the standard normal distribution function. It asserts that wave matching at a rectangular barrier gives the decay rate $2\kappa$, and that direct integration and one million random patches both reproduce the area formula. It also asserts the formulas for the mean current, the dividing thickness and the equivalent flat film. For $\kappa=5.12$ per nm and $\sigma=0.10$ nm the output gives 15.29 percent of the area, while exactly 15 percent carries 49.50 percent of the current. Further assertions compare the oblique-incidence, image-force, thermal and lateral-smoothing formulas with direct integrals or sums. With one neglected effect restored at a time, the area ranges from 13.55 to 18.87 percent. A 50 nm cell with 25 patches shows a device-to-device standard deviation of 4.91 percentage points.

## Check in Python

```python
"""
Result under test: if barrier thickness d is Gaussian (mean d0, rms sigma) and
the local current density is J ~ exp(-2 kappa d), the thinnest area fraction
Phi(-2 kappa sigma) carries half of the current.
kappa : decay constant of the wave amplitude (1/nm)
sigma : rms thickness deviation (nm);  s = 2 kappa sigma (dimensionless)
Phi   : standard normal distribution function (norm.cdf)
Energies are in eV, lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.special import digamma
from scipy.stats import norm

kappa, sigma, d0, phi = 5.12, 0.1, 1.5, 1.0
fermi_energy, temperature, eps_r = 5.0, 300.0, 3.0
s = 2 * kappa * sigma


def wave_number(energy_ev):
    """sqrt(2 m E)/hbar in 1/nm for the free electron mass."""
    return np.sqrt(2 * const.m_e * energy_ev * const.e) / const.hbar * 1e-9


# --- the decay law, from matching waves at a rectangular barrier ---
def transmission(d):
    k, q = wave_number(fermi_energy), wave_number(phi)
    f = np.exp(-q * d)
    # unknowns: reflected wave, decaying wave, growing wave, transmitted wave
    matrix = np.array([[1, -1, -f, 0],
                       [-1j * k, q, -q * f, 0],
                       [0, f, 1, -1],
                       [0, -q * f, q, -1j * k]], dtype=complex)
    rhs = np.array([-1, -1j * k, 0, 0], dtype=complex)
    return abs(np.linalg.solve(matrix, rhs)[3]) ** 2


kappa_from_phi = wave_number(phi)
slope_exact = -np.log(transmission(1.6) / transmission(1.4)) / 0.2
assert abs(kappa_from_phi - kappa) < 0.005      # input is rounded to 3 digits
assert abs(slope_exact - 2 * kappa_from_phi) < 1e-4

# --- current shares by direct integration over the thickness distribution ---
z = np.linspace(-8, 8, 16001)


def cumulative_shares(current_density, rms=sigma):
    """Area share and current share of everything thinner than each z."""
    density = np.exp(-z**2 / 2) / np.sqrt(2 * np.pi)
    area = cumulative_trapezoid(density, z, initial=0)
    current = cumulative_trapezoid(density * current_density(d0 + rms * z),
                                   z, initial=0)
    return area / area[-1], current / current[-1], current[-1]


def half_current_area(current_density, rms=sigma):
    area, current, _ = cumulative_shares(current_density, rms)
    return np.interp(0.5, current, area)


def simple_current(d):
    return np.exp(-2 * kappa * (d - d0))


area, current, enhancement = cumulative_shares(simple_current)
share = np.interp(0.5, current, area)
median_thickness = d0 + sigma * np.interp(0.5, current, z)
current_of_15 = np.interp(0.15, area, current)
equivalent_thickness = d0 - np.log(enhancement) / (2 * kappa)
assert abs(share - norm.cdf(-s)) < 1e-5
assert abs(median_thickness - (d0 - 2 * kappa * sigma**2)) < 1e-5
assert abs(current_of_15 - norm.cdf(norm.ppf(0.15) + s)) < 1e-5
assert abs(enhancement - np.exp(s**2 / 2)) < 1e-5
assert abs(equivalent_thickness - (d0 - kappa * sigma**2)) < 1e-5
other_rms = {r: half_current_area(simple_current, r) for r in (0.05, 0.2)}
for r, value in other_rms.items():
    assert abs(value - norm.cdf(-2 * kappa * r)) < 1e-5
share_if_current_decay = half_current_area(lambda d: np.exp(-kappa * (d - d0)))
assert abs(share_if_current_decay - norm.cdf(-kappa * sigma)) < 1e-5

# --- random patches: many patches as a test, few patches as a real effect ---
rng = np.random.default_rng(7)


def sampled_share(n_patches):
    thickness = np.sort(rng.normal(d0, sigma, n_patches))
    total = np.concatenate(([0.0], np.cumsum(simple_current(thickness))))
    return np.interp(0.5, total / total[-1], np.linspace(0, 1, n_patches + 1))


share_sampled = sampled_share(1000000)
assert abs(share_sampled - norm.cdf(-s)) < 0.003   # statistical error
patch = 10.0
n_small, n_large = round((50 / patch)**2), round((1000 / patch)**2)
small = np.array([sampled_share(n_small) for _ in range(4000)])
large = np.array([sampled_share(n_large) for _ in range(200)])
assert small.std() > 5 * large.std()


# --- oblique incidence: sum over transverse wave vectors ---
def oblique_current(d):
    return (np.exp(-2 * kappa * d) * (kappa / (2 * d) + 1 / (4 * d**2))
            / (2 * np.pi))


direct = quad(lambda k: k / (2 * np.pi)
              * np.exp(-2 * d0 * np.sqrt(kappa**2 + k**2)),
              0, 30, epsabs=0, epsrel=1e-9)[0]
assert abs(direct / oblique_current(d0) - 1) < 1e-6
share_oblique = half_current_area(oblique_current)


# --- bias: sloping barrier seen from the emitter Fermi level ---
def share_at_bias(volt):
    mean_root = quad(lambda u: np.sqrt(1 - volt * u / phi), 0, 1)[0]
    return half_current_area(
        lambda d: np.exp(-2 * kappa * mean_root * (d - d0)))


share_bias = {v: share_at_bias(v) for v in (0.1, 0.5)}
field = {v: v / d0 * 10 for v in share_bias}       # 1 V/nm = 10 MV/cm


# --- image force between two metal plates, u = position / thickness ---
def image_shape(u):
    return -np.euler_gamma - 0.5 * (digamma(u) + digamma(1 - u))


n = np.arange(1, 200001)
for u_test in (0.2, 0.5):
    explicit = 1 / (2 * u_test) + np.sum(n / (n**2 - u_test**2) - 1 / n)
    assert abs(explicit - image_shape(u_test)) < 1e-8
image_strength = const.e / (8 * np.pi * const.epsilon_0 * eps_r) * 1e9
u_mid = (np.arange(4000) + 0.5) / 4000
shape = image_shape(u_mid)
d_table = np.linspace(d0 - 8 * sigma, d0 + 8 * sigma, 161)
action = np.array([2 * kappa * d * np.mean(np.sqrt(np.maximum(
    0, 1 - image_strength * shape / (phi * d)))) for d in d_table])
share_image = half_current_area(
    lambda d: np.exp(-np.interp(d, d_table, action)))
image_drop_mid = image_strength * image_shape(0.5) / d0

# --- thermal smearing of the low-bias conductance ---
kT = const.k * temperature / const.e


def thermal_factor(d):
    x = np.pi * kappa * d / phi * kT
    return x / np.sin(x)


growth = kappa * d0 / phi * kT
thermal_direct = quad(lambda y: np.exp(growth * y)
                      / (4 * np.cosh(y / 2)**2), -60, 60, points=[0])[0]
assert abs(thermal_direct - thermal_factor(d0)) < 1e-6
share_thermal = half_current_area(
    lambda d: simple_current(d) * thermal_factor(d))

# signs of the corrections
assert share_oblique < share
assert share < share_bias[0.1] < share_bias[0.5]
assert share_thermal > share

# --- lateral spreading: Gaussian spot of intensity exp(-kappa rho^2/d) ---
spot = np.sqrt(d0 / (2 * kappa))                   # rms width per axis


def rms_reduction(length):
    """Smoothing of heights whose correlation is exp(-r^2/length^2)."""
    return 1 / np.sqrt(1 + 4 * spot**2 / length**2)


share_lateral = {}
for length in (2.0, 10.0):
    variance_ratio = quad(lambda r: r / (2 * spot**2) * np.exp(
        -r**2 / (4 * spot**2) - r**2 / length**2), 0, 12 * spot)[0]
    assert abs(np.sqrt(variance_ratio) - rms_reduction(length)) < 1e-7
    share_lateral[length] = half_current_area(
        simple_current, sigma * rms_reduction(length))

# --- output ---
print(f"amplitude decay constant kappa: {kappa:.2f} 1/nm")
print(f"kappa from 1 eV barrier, free mass: {kappa_from_phi:.4f} 1/nm")
print(f"slope of -ln T, matched waves: {slope_exact:.4f} 1/nm")
print(f"rms thickness deviation sigma: {sigma:.2f} nm")
print(f"mean thickness d0: {d0:.2f} nm")
print(f"barrier height: {phi:.2f} eV")
print(f"electrode Fermi energy in wave matching: {fermi_energy:.1f} eV")
print(f"s = 2 kappa sigma: {s:.3f} (no unit)")
print(f"area carrying half the current, integration: {100*share:.2f} %")
print(f"same, formula Phi(-s): {100*norm.cdf(-s):.2f} %")
print(f"same, one million random patches: {100*share_sampled:.2f} %")
print(f"current carried by thinnest 15 % of area: {100*current_of_15:.2f} %")
print(f"thickness dividing the current in half: {median_thickness:.4f} nm")
print(f"mean current / current of flat film d0: {enhancement:.3f} (no unit)")
print(f"flat film of equal current: {equivalent_thickness:.4f} nm")
for r, value in other_rms.items():
    print(f"half-current area for sigma = {r:.2f} nm: {100*value:.2f} %")
print("half-current area if 5.12/nm were the current decay: "
      f"{100*share_if_current_decay:.2f} %")
print("Half-current area with one neglected effect restored:")
print(f"  oblique incidence: {100*share_oblique:.2f} %")
for v, value in share_bias.items():
    print(f"  bias {v:.1f} V: {100*value:.2f} %")
    print(f"    mean field at {v:.1f} V: {field[v]:.2f} MV/cm")
print(f"  image force, relative permittivity {eps_r:.0f}: "
      f"{100*share_image:.2f} %")
print(f"    image lowering at mid-barrier: {image_drop_mid:.3f} eV")
print(f"  temperature {temperature:.0f} K: {100*share_thermal:.2f} %")
print(f"    thermal conductance factor at d0: {thermal_factor(d0):.3f}")
print(f"  lateral spot, rms width per axis: {spot:.3f} nm")
for length, value in share_lateral.items():
    print(f"    correlation length {length:.0f} nm: {100*value:.2f} %")
print(f"Finite number of patches, patch size {patch:.0f} nm:")
for name, count, data in (("50 nm cell", n_small, small),
                          ("1000 nm junction", n_large, large)):
    print(f"  {name}, patches: {count}")
    print(f"    mean half-current area: {100*data.mean():.2f} %")
    print(f"    device-to-device std: {100*data.std():.2f} % of area")
print("all tests passed")
```

Running it gives:

```
amplitude decay constant kappa: 5.12 1/nm
kappa from 1 eV barrier, free mass: 5.1232 1/nm
slope of -ln T, matched waves: 10.2463 1/nm
rms thickness deviation sigma: 0.10 nm
mean thickness d0: 1.50 nm
barrier height: 1.00 eV
electrode Fermi energy in wave matching: 5.0 eV
s = 2 kappa sigma: 1.024 (no unit)
area carrying half the current, integration: 15.29 %
same, formula Phi(-s): 15.29 %
same, one million random patches: 15.29 %
current carried by thinnest 15 % of area: 49.50 %
thickness dividing the current in half: 1.3976 nm
mean current / current of flat film d0: 1.689 (no unit)
flat film of equal current: 1.4488 nm
half-current area for sigma = 0.05 nm: 30.43 %
half-current area for sigma = 0.20 nm: 2.03 %
half-current area if 5.12/nm were the current decay: 30.43 %
Half-current area with one neglected effect restored:
  oblique incidence: 13.55 %
  bias 0.1 V: 15.92 %
    mean field at 0.1 V: 0.67 MV/cm
  bias 0.5 V: 18.87 %
    mean field at 0.5 V: 3.33 MV/cm
  image force, relative permittivity 3: 17.50 %
    image lowering at mid-barrier: 0.222 eV
  temperature 300 K: 15.49 %
    thermal conductance factor at d0: 1.068
  lateral spot, rms width per axis: 0.383 nm
    correlation length 2 nm: 16.94 %
    correlation length 10 nm: 15.36 %
Finite number of patches, patch size 10 nm:
  50 nm cell, patches: 25
    mean half-current area: 17.52 %
    device-to-device std: 4.91 % of area
  1000 nm junction, patches: 10000
    mean half-current area: 15.30 %
    device-to-device std: 0.27 % of area
all tests passed
```
